# Stevens operator equivalents and the Stevens factors of Ce³⁺: test program

```python
"""Stevens operator equivalents for one f electron (Ce3+, 4f1, J = 5/2).

Result under test: inside a multiplet of fixed J,
    P C^k_q P = theta_k T^k_q(J)   for every q,
with theta_2 = alpha = -2/35 and theta_4 = beta = 2/315 for J = 5/2.
For k = 6 both sides vanish, so gamma = 0 is a convention.
C^k_q : sqrt(4 pi/(2k+1)) Y_kq of the electron's angles
T^k_q : the same solid harmonic built from the components of J
P     : projector on the multiplet; hbar = 1
A4, A6: cubic field strengths times <r^4>, <r^6>, in meV
zeta  : spin-orbit constant in meV, H_so = zeta L.S
"""
from math import factorial, pi, sqrt
import numpy as np
import sympy as sp
from scipy import constants
from scipy.special import lpmv


def ladder_matrices(j):
    """Jz and J+ in the basis M = j, j-1, ..., -j."""
    m = j - np.arange(int(round(2 * j)) + 1)
    return np.diag(m), np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)


def tensor_of_J(j, k):
    """All T^k_q(J), from J+^k by repeated commutation with J-."""
    jp = ladder_matrices(j)[1]
    jm = jp.T
    norm = (-1) ** k * sqrt(factorial(2 * k)) / (2 ** k * factorial(k))
    t = {k: norm * np.linalg.matrix_power(jp, k)}
    for q in range(k, -k, -1):
        t[q - 1] = (jm @ t[q] - t[q] @ jm) / sqrt((k + q) * (k - q + 1))
    return t


def stevens_polynomial(k, X, m):
    """Usual O_k^0 as a polynomial in m = Jz, with X = J(J+1)."""
    if k == 2:
        return 3 * m**2 - X
    if k == 4:
        return 35 * m**4 - (30 * X - 25) * m**2 + 3 * X**2 - 6 * X
    return (231 * m**6 - (315 * X - 735) * m**4
            + (105 * X**2 - 525 * X + 294) * m**2
            - 5 * X**3 + 40 * X**2 - 60 * X)


PREFACTOR = {2: 2, 4: 8, 6: 16}

# --- Stevens polynomials for general J from the ladder sum -------------
Js, Ms, x = sp.symbols("J M x")
for k in (2, 4, 6):
    total = 0
    for p in range(k + 1):
        down = sp.prod([(Js + Ms - i) * (Js - Ms + i + 1) for i in range(p)])
        up = sp.prod([(Js - Ms - i) * (Js + Ms + i + 1) for i in range(k - p)])
        total += (-1) ** (k + p) * sp.binomial(k, p) * sp.expand(down * up)
    total = total * PREFACTOR[k] / (2**k * sp.factorial(k))
    assert sp.expand(total - stevens_polynomial(k, Js * (Js + 1), Ms)) == 0
    for j in (2.5, 4.0, 7.5):
        m = np.diag(ladder_matrices(j)[0])
        from_matrix = PREFACTOR[k] * tensor_of_J(j, k)[0]
        from_table = np.diag(stevens_polynomial(k, j * (j + 1), m))
        scale = 1 + np.abs(from_table).max()
        assert np.allclose(from_matrix / scale, from_table / scale, atol=1e-11)

# --- Angular grid and the 14 f spin-orbitals ---------------------------
nodes, weights = np.polynomial.legendre.leggauss(16)
n_phi = 32
phi_line = 2 * pi * np.arange(n_phi) / n_phi
cos_t = np.repeat(nodes, n_phi)
phi = np.tile(phi_line, len(nodes))
w = np.repeat(weights, n_phi) * 2 * pi / n_phi
sin_t = np.sqrt(1 - cos_t**2)


def Y(l, m):
    a = abs(m)
    norm = sqrt((2 * l + 1) / (4 * pi) * factorial(l - a) / factorial(l + a))
    y = norm * lpmv(a, l, cos_t) * np.exp(1j * a * phi)
    return y if m >= 0 else (-1) ** a * y.conj()


f_orbitals = np.array([Y(3, m) for m in range(3, -4, -1)])


def orbital_matrix(function):
    return (f_orbitals.conj() * (w * function)) @ f_orbitals.T


def with_spin(matrix):
    return np.kron(matrix, np.eye(2))


assert np.allclose(orbital_matrix(np.ones_like(w)), np.eye(7), atol=1e-12)

lz, lp = ladder_matrices(3.0)
sz, s_plus = ladder_matrices(0.5)
LS = np.kron(lz, sz) + 0.5 * (np.kron(lp, s_plus.T) + np.kron(lp.T, s_plus))
J_plus = with_spin(lp) + np.kron(np.eye(7), s_plus)


def multiplet(top, j):
    """Columns |J M>, M = J ... -J, lowered from the top state."""
    assert np.allclose(J_plus @ top, 0, atol=1e-12)
    states, m = [top], j
    while m > -j + 0.5:
        states.append(J_plus.T @ states[-1] / sqrt(j * (j + 1) - m * (m - 1)))
        m -= 1
    return np.array(states).T


top5 = np.zeros(14)
top5[1], top5[2] = sqrt(6 / 7), -sqrt(1 / 7)   # |3,3,down>, |3,2,up>
top7 = np.zeros(14)
top7[0] = 1.0                                  # |3,3,up>
B5, B7 = multiplet(top5, 2.5), multiplet(top7, 3.5)
full_basis = np.hstack([B5, B7])
assert np.allclose(full_basis.T @ full_basis, np.eye(14), atol=1e-12)
assert np.allclose(LS @ B5, -2 * B5) and np.allclose(LS @ B7, 1.5 * B7)

spinor = top5.reshape(7, 2).T @ f_orbitals
density = (np.abs(spinor) ** 2).sum(axis=0)
assert np.allclose(density, 15 / (32 * pi) * sin_t**4, atol=1e-12)

# --- Stevens factors from the top state, in exact fractions ------------


def top_state_values(j, k):
    """<P_k> in |J J> of one electron, and <T^k_0> in |J J>."""
    weight = (1 - x**2) ** int(j - sp.Rational(1, 2))
    mean = (sp.integrate(sp.expand(sp.legendre(k, x) * weight), (x, -1, 1))
            / sp.integrate(sp.expand(weight), (x, -1, 1)))
    return mean, sp.ff(2 * j, k) / 2**k


J5, J7 = sp.Rational(5, 2), sp.Rational(7, 2)
values5 = {k: top_state_values(J5, k) for k in (2, 4, 6)}
values7 = {k: top_state_values(J7, k) for k in (2, 4, 6)}
theta5 = {k: values5[k][0] / values5[k][1] for k in (2, 4)}
theta7 = {k: values7[k][0] / values7[k][1] for k in (2, 4, 6)}
assert theta5[2] == sp.Rational(-2, 35) and theta5[4] == sp.Rational(2, 315)
assert values5[6] == (0, 0)

# --- Every component q: quadrature against operator equivalents --------
rank6_inside = rank6_between = 0.0
for k in (2, 4, 6):
    T5, T7 = tensor_of_J(2.5, k), tensor_of_J(3.5, k)
    for q in range(-k, k + 1):
        C = with_spin(orbital_matrix(sqrt(4 * pi / (2 * k + 1)) * Y(k, q)))
        inside5, inside7 = B5.T @ C @ B5, B7.T @ C @ B7
        assert np.allclose(inside7, float(theta7[k]) * T7[q], atol=1e-11)
        if k < 6:
            assert np.allclose(inside5, float(theta5[k]) * T5[q], atol=1e-11)
        else:
            assert np.allclose(inside5, 0, atol=1e-11)
            assert np.allclose(T5[q], 0, atol=1e-11)
            rank6_inside = max(rank6_inside, np.abs(inside5).max())
            rank6_between = max(rank6_between, np.abs(B7.T @ C @ B5).max())
C60_orbital = orbital_matrix(sqrt(4 * pi / 13) * Y(6, 0))[3, 3].real
assert C60_orbital > 0.1 and rank6_between > 0.1

# --- Cubic crystal field ------------------------------------------------
A4, A6, zeta = 10.0, 1.0, 80.0


def cubic4(a, b, c):
    return 35 * c**4 - 30 * c**2 + 3 + 5 * (a**4 - 6 * a**2 * b**2 + b**4)


def cubic6(a, b, c):
    return (231 * c**6 - 315 * c**4 + 105 * c**2 - 5
            - 21 * (11 * c**2 - 1) * (a**4 - 6 * a**2 * b**2 + b**4))


ux, uy, uz = sin_t * np.cos(phi), sin_t * np.sin(phi), cos_t
for shape in (cubic4, cubic6):
    assert np.allclose(shape(ux, uy, uz), shape(uy, uz, ux), atol=1e-10)
V4 = with_spin(orbital_matrix(cubic4(ux, uy, uz)))
V6 = with_spin(orbital_matrix(cubic6(ux, uy, uz)))

Jz5, Jp5 = ladder_matrices(2.5)
O40 = np.diag(stevens_polynomial(4, 8.75, np.diag(Jz5)))
Jp4 = np.linalg.matrix_power(Jp5, 4)
O44 = 0.5 * (Jp4 + Jp4.T)
beta = float(theta5[4])
assert np.allclose(B5.T @ V4 @ B5, beta * (O40 + 5 * O44), atol=1e-11)
assert np.allclose(B5.T @ V6 @ B5, 0, atol=1e-11)

cubic_J = O40 + 5 * O44
levels_J = np.linalg.eigvalsh(cubic_J)
assert np.allclose(levels_J, [-240] * 2 + [120] * 4)
gamma7 = np.array([1, 0, 0, 0, -sqrt(5), 0]) / sqrt(6)  # M = 5/2 and -3/2
gamma8 = np.array([0, 0, 1.0, 0, 0, 0])                 # M = 1/2
assert np.allclose(cubic_J @ gamma7, -240 * gamma7)
assert np.allclose(cubic_J @ gamma8, 120 * gamma8)


def first_order_gap(a4):
    return beta * a4 * (levels_J[-1] - levels_J[0])


def second_order_gap(a4, a6, so):
    coupling = B7.T @ (a4 * V4 + a6 * V6) @ B5
    shift = -(coupling.conj().T @ coupling).real / (3.5 * so)
    return gamma8 @ shift @ gamma8 - gamma7 @ shift @ gamma7


def full_gap(a4, a6, so):
    """Quartet minus doublet among the six lowest of 14 levels."""
    e = np.linalg.eigvalsh(so * LS + a4 * V4 + a6 * V6)
    assert np.ptp(e[:2]) < 1e-8 and np.ptp(e[2:6]) < 1e-8
    return e[2:6].mean() - e[:2].mean()


def remainder(so):
    return abs(full_gap(A4, A6, so) - first_order_gap(A4)
               - second_order_gap(A4, A6, so))


# What is left after second order must fall as 1/zeta^2 or faster.
assert remainder(8000.0) < remainder(800.0) / 50
# Rank six alone splits J = 5/2 only through the mixing with J = 7/2.
only6 = second_order_gap(0.0, A6, 8000.0)
assert only6 > 0 and abs(full_gap(0.0, A6, 8000.0) / only6 - 1) < 0.01

gap1 = first_order_gap(A4)
gap2 = second_order_gap(A4, A6, zeta)
gap_full = full_gap(A4, A6, zeta)
gap_no6 = full_gap(A4, 0.0, zeta)
to_wavenumber = 1e-3 * constants.e / (constants.h * constants.c * 100)

# --- Output --------------------------------------------------------------
print("Top state J=5/2, M=5/2 (dimensionless):")
for k in (2, 4, 6):
    print(f"  k={k}: <P_k> = {values5[k][0]}, <T^k_0> = {values5[k][1]}")
print(f"alpha(5/2) = {theta5[2]} = {float(theta5[2]):.6f}")
print(f"beta(5/2)  = {theta5[4]} = {float(theta5[4]):.7f}")
print("gamma(5/2): 0 = gamma*0, set to 0 by convention")
print("Control J=7/2 of f1 (dimensionless):")
for k, name in ((2, "alpha"), (4, "beta"), (6, "gamma")):
    print(f"  {name}(7/2) = {theta7[k]} = {float(theta7[k]):.4e}")
print(f"Orbital <3 0|C^6_0|3 0> = {C60_orbital:.5f}")
print(f"Largest |C^6_q| inside J=5/2 = {rank6_inside:.1e}")
print(f"Largest |C^6_q| between 5/2 and 7/2 = {rank6_between:.5f}")
print("O_4^0 diagonal, M=5/2..-5/2:", np.round(np.diag(O40), 6))
print(f"<5/2|O_4^4|-3/2> = {O44[0, 4]:.5f}")
print("Levels of O_4^0+5 O_4^4:", np.round(levels_J, 6))
print(f"Input A4<r^4> = {A4:.1f} meV")
print(f"Input A6<r^6> = {A6:.1f} meV")
print(f"Input zeta = {zeta:.1f} meV")
print(f"Spin-orbit spacing 7 zeta/2 = {3.5 * zeta:.1f} meV")
print(f"B4 = beta A4<r^4> = {beta * A4:.6f} meV")
print(f"Gamma7 energy, first order = {beta * A4 * levels_J[0]:.4f} meV")
print(f"Gamma8 energy, first order = {beta * A4 * levels_J[-1]:.4f} meV")
print(f"Gap, first order = {gap1:.4f} meV")
print(f"Gap, first order = {gap1 * to_wavenumber:.2f} cm^-1")
print(f"Second-order change of gap = {gap2:.4f} meV")
print(f"Gap, first plus second order = {gap1 + gap2:.4f} meV")
print(f"Gap, all 14 spin-orbitals = {gap_full:.4f} meV")
print(f"Gap, all 14 spin-orbitals = {gap_full * to_wavenumber:.2f} cm^-1")
print(f"Gap, all 14, with A6 = 0 = {gap_no6:.4f} meV")
print(f"Gap, all 14, with A4 = 0 = {full_gap(0.0, A6, zeta):.4f} meV")
print(f"Remainder after 2nd order, zeta=800 meV: {remainder(800.0):.3e} meV")
print(f"Remainder after 2nd order, zeta=8000 meV: {remainder(8000.0):.3e} meV")
print("PASS")
```

It prints:

```
Top state J=5/2, M=5/2 (dimensionless):
  k=2: <P_k> = -2/7, <T^k_0> = 5
  k=4: <P_k> = 1/21, <T^k_0> = 15/2
  k=6: <P_k> = 0, <T^k_0> = 0
alpha(5/2) = -2/35 = -0.057143
beta(5/2)  = 2/315 = 0.0063492
gamma(5/2): 0 = gamma*0, set to 0 by convention
Control J=7/2 of f1 (dimensionless):
  alpha(7/2) = -2/63 = -3.1746e-02
  beta(7/2) = 2/1155 = 1.7316e-03
  gamma(7/2) = -4/27027 = -1.4800e-04
Orbital <3 0|C^6_0|3 0> = 0.23310
Largest |C^6_q| inside J=5/2 = 4.4e-16
Largest |C^6_q| between 5/2 and 7/2 = 0.32800
O_4^0 diagonal, M=5/2..-5/2: [  60. -180.  120.  120. -180.   60.]
<5/2|O_4^4|-3/2> = 26.83282
Levels of O_4^0+5 O_4^4: [-240. -240.  120.  120.  120.  120.]
Input A4<r^4> = 10.0 meV
Input A6<r^6> = 1.0 meV
Input zeta = 80.0 meV
Spin-orbit spacing 7 zeta/2 = 280.0 meV
B4 = beta A4<r^4> = 0.063492 meV
Gamma7 energy, first order = -15.2381 meV
Gamma8 energy, first order = 7.6190 meV
Gap, first order = 22.8571 meV
Gap, first order = 184.36 cm^-1
Second-order change of gap = -0.6656 meV
Gap, first plus second order = 22.1915 meV
Gap, all 14 spin-orbitals = 22.1710 meV
Gap, all 14 spin-orbitals = 178.82 cm^-1
Gap, all 14, with A6 = 0 = 23.0623 meV
Gap, all 14, with A4 = 0 = 0.1224 meV
Remainder after 2nd order, zeta=800 meV: 2.182e-04 meV
Remainder after 2nd order, zeta=8000 meV: 2.193e-06 meV
PASS
```
